# Zone-Centre Levels of Silicon in the Nearest-Neighbour sp3 Model

## One s orbital per atom

Diamond-structure silicon has two interpenetrating sublattices, A and B. Each A atom has four nearest neighbours, all on B, and each B atom has four on A. Place one s orbital of energy $E_s$ on every atom and let it couple to each nearest neighbour with matrix element $V_{ss\sigma}$. Look for a state that is the same in every primitive cell, with amplitude $a$ on all A atoms and $b$ on all B atoms. An A atom feels four neighbours of amplitude $b$, and a B atom four of amplitude $a$, so

$$E a=E_s a+4V_{ss\sigma}b,\qquad E b=E_s b+4V_{ss\sigma}a. \tag{1}$$

Adding and subtracting these equations gives

$$(E-E_s-4V_{ss\sigma})(a+b)=0,\qquad (E-E_s+4V_{ss\sigma})(a-b)=0. \tag{2}$$

A nonzero state has either $a=b$ with $E=E_s+4V_{ss\sigma}$, or $a=-b$ with $E=E_s-4V_{ss\sigma}$. An isolated pair of atoms would give $E_s\pm V_{ss\sigma}$. The factor 4 is the number of neighbours, whose contributions add because a state at the zone centre has the same phase in every cell.

The p orbitals follow the same scheme, but their coupling depends on the direction of the bond. The four bonds then no longer simply add, and some couplings cancel.

## The model and its zone-centre matrix

Each atom now carries $s,p_x,p_y,p_z$. The orbitals are taken as orthonormal, and the p orbitals have the same Cartesian orientation on both sublattices. The on-site energies are $E_s$ and $E_p$. Hopping acts between nearest neighbours alone, and spin-orbit coupling is left out.

For a crystal of $N$ cells, form the sums

$$|\alpha A\rangle=\frac1{\sqrt N}\sum_{\mathbf R\in A}|\alpha,\mathbf R\rangle,\qquad
|\beta B\rangle=\frac1{\sqrt N}\sum_{\mathbf R'\in B}|\beta,\mathbf R'\rangle. \tag{3}$$

These are the Bloch sums at $\mathbf k=0$, where all phase factors equal 1. Within one sublattice there is no hopping, so the matrix is diagonal there, with entries $E_s,E_p,E_p,E_p$. Between sublattices, each of the $N$ A atoms contributes the same four bonds, and the factor $N$ cancels the normalization:

$$\langle\alpha A|H|\beta B\rangle=\sum_{m=1}^{4}h_{\alpha\beta}(\mathbf n_m). \tag{4}$$

Here $h_{\alpha\beta}(\mathbf n)$ is the hopping element from orbital $\alpha$ on an A atom to orbital $\beta$ on the B atom in direction $\mathbf n$. The four unit vectors are

$$\frac{(1,1,1)}{\sqrt3},\quad\frac{(1,-1,-1)}{\sqrt3},\quad\frac{(-1,1,-1)}{\sqrt3},\quad\frac{(-1,-1,1)}{\sqrt3}. \tag{5}$$

## Hopping along one bond

In the two-centre approximation the hopping operator is symmetric under rotation about the bond. It therefore couples only orbitals with the same angular momentum about that axis. Choose unit vectors $\mathbf t,\mathbf u$ perpendicular to $\mathbf n$ and to each other. A p orbital transforms as a vector, so

$$p_i=n_i\,p_n+t_i\,p_t+u_i\,p_u. \tag{6}$$

The component $p_n$ couples to $p_n$ on the other atom with $V_{pp\sigma}$. The transverse components couple like to like with $V_{pp\pi}$. They do not couple to each other, because the hopping is also symmetric under reflection in the plane of $\mathbf n$ and $\mathbf t$, which reverses $p_u$ and leaves $p_t$ unchanged. Hence

$$h_{p_ip_j}=n_in_jV_{pp\sigma}+(t_it_j+u_iu_j)V_{pp\pi}. \tag{7}$$

The three unit vectors form a complete set, $n_in_j+t_it_j+u_iu_j=\delta_{ij}$, which removes the arbitrary choice of $\mathbf t$ and $\mathbf u$:

$$h_{p_ip_j}=n_in_jV_{pp\sigma}+(\delta_{ij}-n_in_j)V_{pp\pi}. \tag{8}$$

An s orbital couples to $p_n$ alone. With $V_{sp\sigma}$ defined for s on the first atom and p on the second,

$$h_{ss}=V_{ss\sigma},\qquad h_{sp_i}=n_iV_{sp\sigma},\qquad h_{p_is}=-n_iV_{sp\sigma}. \tag{9}$$

The last sign arises because, seen from the atom with the s orbital, the bond points along $-\mathbf n$.

As a test of (8) and (9), kinetic-energy integrals were computed between Gaussian orbitals of exponent 0.2 in atomic units, on atoms 4.4 bohr apart. The two-centre integrals taken from a bond along $z$ reproduce the whole matrix for a bond along $(1,2,3)$ to $2.4\times10^{-16}$ hartree.

## Summing the four bonds

Equation (4) requires two sums over the directions (5). Each Cartesian component is twice $+1/\sqrt3$ and twice $-1/\sqrt3$, so

$$\sum_m n_{m,i}=0. \tag{10}$$

For the products, $n_{m,i}^2=1/3$ on every bond, which gives $4/3$ in total. For $i\ne j$ the product is $+1/3$ on two bonds and $-1/3$ on the other two; for $xy$ the signs are $+,-,-,+$. Therefore

$$\sum_m n_{m,i}n_{m,j}=\tfrac43\,\delta_{ij}. \tag{11}$$

By (10), the s–p coupling vanishes at the zone centre, whatever the size of $V_{sp\sigma}$. By (11), different p components do not couple. The two sums that survive are

$$W_s=4V_{ss\sigma}, \tag{12}$$

$$W_p=\tfrac43V_{pp\sigma}+\left(4-\tfrac43\right)V_{pp\pi}=\tfrac43\left(V_{pp\sigma}+2V_{pp\pi}\right). \tag{13}$$

The $8\times8$ matrix has separated into four $2\times2$ matrices, one for s and three identical ones for $p_x,p_y,p_z$:

$$\begin{pmatrix}E_\alpha&W_\alpha\\W_\alpha&E_\alpha\end{pmatrix}. \tag{14}$$

Each has the form of (1). Equal coefficients on A and B give $E_\alpha+W_\alpha$, and opposite ones give $E_\alpha-W_\alpha$. The zone-centre levels of the model are thus

$$E=E_s\pm4V_{ss\sigma}\ \text{(single)},\qquad E=E_p\pm\tfrac43(V_{pp\sigma}+2V_{pp\pi})\ \text{(threefold)}. \tag{15}$$

## Which levels are bonding

The sign of the coefficients does not by itself show whether a state is bonding. Parity under inversion about the centre of a bond tells whether a node is forced there. This inversion carries every A site to a B site and back. An s orbital keeps its sign under inversion, and a p orbital changes it. Equal s coefficients therefore give an even state and opposite ones an odd state. For p orbitals the extra sign reverses this: opposite coefficients are even, equal ones odd.

An odd wave function vanishes at the inversion centre, so it has a node in the middle of the bond. In the even p state the two nearest atoms add there. Measured from the bond centre, the A atom lies at $-d\mathbf n/2$ and the B atom at $+d\mathbf n/2$, where $d$ is the bond length. With $p_i=r_if(r)$ and coefficients $(1,-1)/\sqrt2$, their joint amplitude at the centre is

$$\frac{1}{\sqrt2}\left[\frac d2n_i-\left(-\frac d2n_i\right)\right]f(d/2)=\frac{d\,n_i}{\sqrt2}\,f(d/2). \tag{16}$$

Take $V_{ss\sigma}<0$ and $V_{pp\sigma}+2V_{pp\pi}>0$. The even state is then the lower one in both pairs, and with the usual symmetry labels

$$\begin{aligned}
\Gamma_1&=E_s-4|V_{ss\sigma}|,&\Gamma_{2'}&=E_s+4|V_{ss\sigma}|,\\
\Gamma_{25'}&=E_p-W_p,&\Gamma_{15}&=E_p+W_p.
\end{aligned} \tag{17}$$

The left column is bonding and the right column antibonding.

The condition on the p integrals matters because $V_{pp\sigma}$ and $V_{pp\pi}$ have opposite signs in silicon. In the $\Gamma_{25'}$ state the $\sigma$ parts of the orbitals meet favourably, while the $\pi$ parts meet with opposite signs and raise the energy. The $\pi$ integral enters (13) with twice the weight, since each bond has two transverse directions. If $|V_{pp\pi}|$ exceeded $V_{pp\sigma}/2$, the triplet with the node would be the lower one.

## Filling the levels

Silicon supplies eight valence electrons per cell, enough for four orbital states at each $\mathbf k$. With $E_s<E_p$ and the signs above, $\Gamma_1$ lies below both antibonding levels. The four lowest states are then $\Gamma_1$ and the $\Gamma_{25'}$ triplet, provided that $\Gamma_{25'}<\Gamma_{2'}$, that is,

$$E_p-E_s<4|V_{ss\sigma}|+W_p. \tag{18}$$

If this fails, $\Gamma_{2'}$ is filled before the triplet. Two electrons go into $\Gamma_1$ and two into $\Gamma_{2'}$, which leaves four for a triplet that can hold six. There is then no gap between filled and empty states at the zone centre.

## The limit of ideal bonds

A chemist's picture of silicon starts from sp3 hybrids. On an A atom the hybrid along $\mathbf n$ is $\frac12(s+\sqrt3\,\mathbf n\cdot\mathbf p)$, and the B hybrid facing it is $\frac12(s-\sqrt3\,\mathbf n\cdot\mathbf p)$. Suppose that only these facing hybrids couple, with element $-V_2$, where $V_2>0$. Multiplying out the coefficients gives

$$V_{ss\sigma}=-\tfrac14V_2,\quad V_{sp\sigma}=\tfrac{\sqrt3}4V_2,\quad V_{pp\sigma}=\tfrac34V_2,\quad V_{pp\pi}=0. \tag{19}$$

Equations (12) and (13) then yield $W_s=-V_2$ and $W_p=V_2$, so the levels are $E_s\mp V_2$ and $E_p\mp V_2$.

Even here the zone-centre energies are not those of an isolated bond, $E_h\mp V_2$ with hybrid energy $E_h=(E_s+3E_p)/4$. Two hybrids on the same atom have $\mathbf n\cdot\mathbf n'=-1/3$ and are coupled by $\frac14(E_s+3\,\mathbf n\cdot\mathbf n'E_p)=\frac14(E_s-E_p)$. This coupling spreads the bond energy into one s-like and three p-like levels. Their average survives: the four bonding levels have mean $(E_s+3E_p)/4-V_2$. Condition (18) becomes $E_p-E_s<2V_2$, so the coupling between bonds must not overwhelm the bonds themselves.

## Numbers for silicon

The following round parameters lie in the rough regime of silicon:

$$\begin{gathered}E_s=-6.0,\quad E_p=0,\quad V_{ss\sigma}=-2.0,\\ V_{sp\sigma}=2.5,\quad V_{pp\sigma}=2.7,\quad V_{pp\pi}=-0.7\ \text{eV}.\end{gathered} \tag{20}$$

The summed couplings are $W_s=4(-2.0)=-8.0$ eV and $W_p=\frac43(2.7-1.4)=1.733$ eV. The p coupling is much the smaller for two reasons: its $\sigma$ integral is multiplied by $4/3$ instead of 4, and the $\pi$ integrals cancel about half of the resulting 3.6 eV. From (17):

| Level | Energy (eV) | From $\Gamma_{25'}$ (eV) |
|---|---|---|
| $\Gamma_1$ | $-6-8=-14.000$ | $-12.267$ |
| $\Gamma_{25'}$ | $0-1.733=-1.733$ | $0$ |
| $\Gamma_{15}$ | $0+1.733=1.733$ | $3.467$ |
| $\Gamma_{2'}$ | $-6+8=2.000$ | $3.733$ |

Condition (18) reads $6<9.733$ and holds with 3.733 eV to spare. The first empty level at the zone centre is $\Gamma_{15}$, but $\Gamma_{2'}$ is only 0.27 eV higher.

These levels were tested on a periodic eight-atom cell whose bonds were found from interatomic distances and whose matrix contains no Bloch phases. For the parameters (20) and four random sets with all energies between $-4$ and $4$ eV, its cell-periodic states agree with (15) to $4\times10^{-15}$ eV.

## What changes away from the zone centre

The cancellation (10) relies on equal phases. At the X point, $\mathbf k=(2\pi/a)(1,0,0)$ with $a$ the cubic lattice constant, the bonds (5) acquire the factors $i,i,-i,-i$. These sum to zero, so the s–s coupling and the diagonal p–p couplings vanish. With the same factors, the sum of $n_x$ is $4i/\sqrt3$ and those of $n_y$ and $n_z$ are zero. The orbital s on one sublattice therefore couples to $p_x$ on the other, with magnitude $4V_{sp\sigma}/\sqrt3$. This gives two identical $2\times2$ problems with levels

$$E_X=\frac{E_s+E_p}2\pm\sqrt{\left(\frac{E_s-E_p}2\right)^2+\frac{16}3V_{sp\sigma}^2}. \tag{21}$$

The sum of $n_yn_z$ is $4i/3$, while those of $n_xn_y$ and $n_xn_z$ vanish. Thus $p_y$ couples to $p_z$, and the remaining levels are $E_p\pm\frac43(V_{pp\sigma}-V_{pp\pi})$, or $\pm4.53$ eV.

The upper level of (21) is $-3+\sqrt{9+33.33}=3.51$ eV. It is the lowest conduction state at X, 5.24 eV above $\Gamma_{25'}$. Setting $V_{sp\sigma}=0$ moves it to $E_p=0$, a change of 3.51 eV, while the zone-centre levels stay where they are. In this model, zone-centre energies thus carry no information about $V_{sp\sigma}$; fitting it to band energies requires other points of the zone.

Scans along $\Gamma$–X and $\Gamma$–L find the highest valence energy and the lowest conduction energy both at $\Gamma$. On these lines the model with parameters (20) has a direct gap of 3.47 eV.

## Comparison with real silicon

Real silicon has a direct gap at $\Gamma$ of roughly 3.4 eV and a valence band roughly 12 eV wide. The values 3.5 and 12.3 eV are close to these, but the parameters were chosen in that regime, so the agreement is no prediction. The fundamental gap of silicon is indirect, roughly 1.1 eV, with conduction minima near X. There the model is wrong by about 4 eV, and with these parameters it cannot describe electron transport in the conduction valleys. Refitting can lower the X level, but a defect of the model remains: its bands are flat along the line from X to the zone corner W whatever the parameters, so the transverse dispersion near X is wrong. The model also assumes an unstrained cubic lattice, which does not hold in a strained device. If hopping scales as $d^{-2}$ and on-site energies are held fixed, a uniform 1 % stretch of the bonds lowers the p splitting by about 2 %, or 0.07 eV. Uniaxial or biaxial strain also spoils (11), so the triplets can split.

## Sizes of the neglected effects

**Higher orbitals.** Add an excited s orbital, $s^*$, at 15 eV and d orbitals at 10 eV, with rough integrals $V_{s^*s\sigma}=-1.5$, $V_{pd\sigma}=-2.0$ and $V_{pd\pi}=2.0$ eV. Hopping among the added orbitals is omitted. The s–$s^*$ coupling sums to $4(-1.5)=-6.0$ eV.

The s–d couplings are sums of traceless quadratic forms in $\mathbf n$ and cancel by (11). Half-turns about the three cubic axes through an atom only permute its four bonds. Among the d orbitals, $d_{yz}$ alone has the same signs as $p_x$ under all three, so $p_x$ couples only to $d_{yz}$; the other p orbitals follow by exchanging axes.

For this p–d coupling, write $d_{yz}=\sqrt3\,yz$ times a radial factor, on the scale where the $\sigma$ orbital equals 1 at unit distance along the bond. Its $\sigma$ amplitude is $\sqrt3\,n_yn_z$. Its $\pi$ amplitude is the part of $(0,n_z,n_y)$ transverse to $\mathbf n$, whose $x$ component is $-2n_xn_yn_z$. Since $n_xn_yn_z=1/(3\sqrt3)$ on all four bonds,

$$W_{pd}=\frac4{3\sqrt3}\left(\sqrt3V_{pd\sigma}-2V_{pd\pi}\right)=-5.75\ \text{eV}. \tag{22}$$

A level $E$ coupled by $W$ to a higher level $E'$ moves down to

$$\frac{E+E'}2-\sqrt{\left(\frac{E'-E}2\right)^2+W^2}. \tag{23}$$

The shifts are $-1.2$ eV for $\Gamma_1$, $-2.3$ eV for $\Gamma_{25'}$, $-2.9$ eV for $\Gamma_{15}$ and $-2.3$ eV for $\Gamma_{2'}$. Only the size of these shifts, 1 to 3 eV, should be trusted. Which member of a pair moves more depends on the omitted hopping. Without it, both p levels have the same $|W_{pd}|$, $\Gamma_{15}$ lies closer to the d orbitals, and the p splitting shrinks by 0.6 eV. A summed d–d coupling $W_{dd}$ splits the d level $E_d$ as in (14). The even state $\Gamma_{25'}$ then couples to the even combination at $E_d+W_{dd}$, and $\Gamma_{15}$ to the odd one at $E_d-W_{dd}$. The two distances are equal at $W_{dd}=-W_p=-1.73$ eV, and beyond that $\Gamma_{25'}$ is pushed further. Parameter sets fitted to silicon have $W_{dd}$ of roughly $-3$ to $-4$ eV. For $-3.8$ eV, (23) gives shifts of $-3.0$ and $-2.3$ eV, so the p splitting grows by 0.7 eV. A summed $s^*$–$s^*$ coupling of $-13$ eV likewise reverses the s pair, giving $-2.0$ eV for $\Gamma_1$ and $-1.3$ eV for $\Gamma_{2'}$.

**Second neighbours.** These twelve atoms lie on the same sublattice, so their coupling adds to the diagonal of (14) and shifts both members of a pair equally. The splittings in (15) do not change. The s levels move by $12V^{(2)}_{ss\sigma}$. The p levels move by $4V^{(2)}_{pp\sigma}+8V^{(2)}_{pp\pi}$, because $\sum n_i^2=12/3=4$. If each integral is assumed to be 5 % of its first-neighbour value, the shifts are $-1.20$ eV and $+0.26$ eV. This is enough to bring $\Gamma_{2'}$ below $\Gamma_{15}$, so the order of the two antibonding levels is not a robust result of the model.

**Spin-orbit coupling.** A rough splitting of 44 meV raises four of the six $\Gamma_{25'}$ spin states by 15 meV and lowers the other two by 29 meV.

**Temperature.** With a rough linear expansion of $2.6\times10^{-6}$ per kelvin and hopping proportional to $d^{-2}$, warming by 300 K changes the p splitting by $-5$ meV. The coefficient is a room-temperature value and grows on heating, so from 300 to 600 K the change is nearer $-7$ meV. The direct effect of lattice vibrations on the levels has not been calculated.

The first two effects are of the order of an electronvolt. Parameters fitted to known bands already absorb part of them, so these shifts measure how sensitive the levels are and should not be added to a fitted result. The numerical output lists the values used here.

## Table of computed values

```
Inputs: Es = -6.0 eV, Ep = 0.0 eV
Vss = -2.0 eV, Vsp = 2.5 eV
Vpp-sigma = 2.7 eV, Vpp-pi = -0.7 eV
Lattice constant (rough) = 0.543 nm
Bond length = 0.235 nm
Summed coupling s-s = -8.000 eV, p-p = 1.733 eV
Gamma1   s bonding     = -14.000 eV
Gamma25' p bonding     = -1.733 eV
Gamma15  p antibonding = 1.733 eV
Gamma2'  s antibonding = 2.000 eV
s splitting = 16.000 eV
p splitting = 3.467 eV
Gamma1 from Gamma25'  = -12.267 eV
Gamma2' from Gamma25' = 3.733 eV
Largest error, bond matrices = 2.4e-16 hartree
Largest error, zone-centre levels = 3.6e-15 eV
Removing Vsp: largest change at Gamma = 0.0e+00 eV
Removing Vsp: largest change at X = 3.506 eV
Bond-centre density, anti/bonding, s = 0.0e+00
Bond-centre density, anti/bonding, p = 3.3e-32
Band energies below are measured from Gamma25'
Highest valence energy on Gamma-X = -0.000 eV
Highest valence energy on Gamma-L = -0.000 eV
Lowest conduction energy on Gamma-X = 3.467 eV
  at fraction 0.000 of the way to X
Lowest conduction energy on Gamma-L = 3.467 eV
  at fraction 0.000 of the way to L
Lowest conduction energy at X = 5.240 eV
Lowest conduction energy at L = 3.969 eV
Outer orbitals (rough): E_s* = 15.0 eV, E_d = 10.0 eV
  Vs*s = -1.5 eV, Vsd = -2.0 eV
  Vpd-sigma = -2.0 eV, Vpd-pi = 2.0 eV
  summed coupling p-d = -5.746 eV, s-s* = -6.000 eV
  shift of Gamma1 = -1.192 eV
  shift of Gamma25' = -2.345 eV
  shift of Gamma15 = -2.945 eV
  shift of Gamma2' = -2.346 eV
  change of p splitting = -0.600 eV
Second-neighbour hopping (assumed) = 5 % of first
  shift of both s levels = -1.200 eV
  shift of both p levels = 0.260 eV
Spin-orbit splitting (rough input) = 44 meV
  upper four states move by 14.7 meV
  lower two states move by -29.3 meV
Linear expansion (rough) = 2.6e-06 per K
Warming = 300 K
  change of p splitting by expansion = -5.4 meV
```
